Thermal Polarizability of a Tunnelling Hydroxyl Dipole

**1. A dipole that cannot tunnel**

Consider a hydroxyl group in a dielectric film with two equivalent orientations, L and R. Along the direction of the applied field its dipole has the projection +p in L and −p in R. Suppose first that the group cannot tunnel, but that contact with its surroundings lets it reach thermal equilibrium between the wells.

In a static field F the energies are −pF and +pF. With T the temperature and k_B the Boltzmann constant, the mean dipole is

m = p [exp(pF/k_BT) − exp(−pF/k_BT)] / [exp(pF/k_BT) + exp(−pF/k_BT)]
  = p tanh(pF/k_BT).

For small x, tanh x ≈ x, so m ≈ (p²/k_BT)F. The polarizability, defined as dm/dF at F = 0, is therefore

α = p²/k_BT.

This is the Curie law for a dipole with one fixed axis. It grows without limit on cooling, because an ever smaller field is enough to put the dipole in the favoured well. Tunnelling removes this divergence: it mixes the wells, and the field must then compete with the tunnel energy as well as with k_BT.

Hartree atomic units are used below. Energies are in hartree, dipoles in ea₀ and polarizabilities in a₀³. Temperatures are in kelvin. F is the field acting at the hydroxyl site, which in a solid need not equal the macroscopic field.

**2. The two-state model**

Let the states L and R be orthonormal, and let tunnelling couple them with the matrix element −t, where t > 0. In the order L, R,

H = [ −pF  −t ]
    [ −t   +pF ]
  = −t σx − pF σz,

D = p σz.

Here D is the dipole operator, and σx and σz are Pauli matrices. The common energy of the two wells has been set to zero. The sign of t is a convention: replacing the state R by −R reverses the sign of σx and leaves σz unchanged.

The model assumes equal well energies at zero field, no higher levels, and no interaction between hydroxyls. It describes reorientation alone. Electronic and vibrational polarizabilities must be added separately.

To find the energies, square H:

H² = t²σx² + p²F²σz² + tpF(σxσz + σzσx).

Each Pauli matrix squares to the identity, and σx and σz anticommute, so the last bracket vanishes. Hence H² = ε² times the identity, with

ε = √(t² + p²F²).

Each eigenvalue is +ε or −ε. Since the trace of H is zero, there is one of each. At F = 0 they are −t and +t, so the tunnel splitting is 2t. The zero-field eigenstates are

g = (L + R)/√2, with energy −t,
e = (L − R)/√2, with energy +t.

Their dipole matrix elements follow from DL = pL and DR = −pR:

⟨g|D|g⟩ = (p − p)/2 = 0,
⟨e|D|e⟩ = (p − p)/2 = 0,
⟨g|D|e⟩ = (p + p)/2 = p.

Neither level has a mean dipole, since each is spread equally over the two wells. The dipole p appears as the matrix element between them.

**3. Mean dipole and polarizability**

The partition function and the Helmholtz free energy are

Z = exp(ε/k_BT) + exp(−ε/k_BT) = 2 cosh(ε/k_BT),
A = −k_BT ln Z.

The mean dipole is a derivative of A. For levels E_n with thermal weights w_n, differentiating A at fixed T gives ∂A/∂F = Σ w_n ∂E_n/∂F. The Hellmann–Feynman theorem gives ∂E_n/∂F = ⟨n|∂H/∂F|n⟩ = −⟨n|D|n⟩. Therefore m = −∂A/∂F.

From ε² = t² + p²F² we have 2ε dε/dF = 2p²F, or dε/dF = p²F/ε. The chain rule then gives

m = k_BT · tanh(ε/k_BT) · (1/k_BT) · (p²F/ε)
  = (p²F/ε) tanh(ε/k_BT).

Within the model this holds at any field strength. It has the form m = F G(F), where G = p² tanh(ε/k_BT)/ε is a smooth function of F². The derivative dm/dF = G + F dG/dF reduces to G(0) at zero field, where ε = t. Thus

α(T) = (p²/t) tanh(t/k_BT).

This is the static, isothermal polarizability. The numerator of the argument is half the splitting. If the input is the full splitting Δ = 2t, the same result reads

α(T) = (2p²/Δ) tanh(Δ/2k_BT).

**4. Where the response comes from**

Perturbation theory gives the same result level by level. The perturbation is −FD. It has no diagonal elements in g and e, so there is no first-order shift. The second-order energy of the lower level is

E_g = −t + p²F²/(−t − t) = −t − p²F²/(2t).

An induced dipole contributes −αF²/2 to the energy of a level. Comparison gives α_g = p²/t. For the upper level the energy denominator has the opposite sign, and α_e = −p²/t. The field pushes the levels apart, so the upper one polarizes against the field.

The difference between the zero-field populations is

w_g − w_e = [exp(t/k_BT) − exp(−t/k_BT)] / [exp(t/k_BT) + exp(−t/k_BT)]
          = tanh(t/k_BT).

The weighted sum w_g α_g + w_e α_e is again (p²/t) tanh(t/k_BT). Heating reduces the response because the two levels increasingly cancel.

This calculation kept the populations fixed, whereas the free energy lets them adjust. The two agree because the level energies change by terms of order F², and so do the populations. The level dipoles are themselves of order F, so the population change enters m at order F³. For symmetric wells the static response in the limit of zero field therefore needs no transfer of population. A direct test, with the populations held at their zero-field values, confirms this. At fixed populations, however, the response is linear only for pF ≪ t, even when k_BT is much larger than t, because the level dipoles ±p²F/√(t² + p²F²) saturate once pF exceeds t.

The fixed-population picture assumes that the field varies slowly compared with the motion at the splitting 2t, so that each state follows the field. The formula is a static one and contains neither resonance nor loss. A calculation at finite frequency needs a dynamical model with its own relaxation and dephasing rates.

**5. Cold and warm limits**

Let x = t/k_BT. For large x, tanh x = (1 − e^(−2x))/(1 + e^(−2x)) ≈ 1 − 2e^(−2x), so

α ≈ (p²/t)[1 − 2 exp(−2t/k_BT)] for k_BT ≪ t.

The polarizability levels off at p²/t. The exponential contains the full splitting 2t, the energy needed to populate the upper level.

For small x, tanh x ≈ x − x³/3, so

α ≈ (p²/k_BT)[1 − t²/(3k_B²T²)] for k_BT ≫ t.

The leading term is the Curie law of Section 1, although the description differs. Each tunnelling level has a large polarizability of magnitude p²/t, but the population difference is only about t/k_BT. The factor t cancels in the product.

Between the limits, the ratio of α to the Curie value is tanh x/x. Its derivative is

d(tanh x/x)/dx = (2x − sinh 2x)/(2x² cosh² x).

This is negative for x > 0, because sinh 2x > 2x. The ratio starts at 1 and falls as x grows. For symmetric wells at fixed p and T, stronger tunnelling therefore lowers the polarizability.

**6. A numerical illustration for one axis**

Take the round model parameters p = 0.5 ea₀ and t = 1.0 × 10⁻⁴ hartree. They are chosen to show both limits at convenient temperatures, not to describe a real hydroxyl. For the rotor of Section 10, with B = 1.0 × 10⁻⁴ hartree, t is only B/2 = 5.0 × 10⁻⁵ hartree without any barrier, and a barrier lowers it further. With the same B and a barrier of 5.5 × 10⁻³ hartree (about 1200 cm⁻¹), t/k_B is only about 1 mK, so the plateau and the crossover then lie far below ordinary temperatures. The cold limit is

p²/t = 0.25/(1.0 × 10⁻⁴) = 2500 a₀³,

and the crossover temperature scale is t/k_B = 31.6 K.

At 10 K, tanh(t/k_BT) = 0.9964 and α = 2500 × 0.9964 = 2491 a₀³. This is within 0.4% of the cold limit. The Curie law would be badly wrong here: the true model value is 0.316 of it.

At 77 K, tanh(t/k_BT) = 0.3886 and α = 971 a₀³, which is 0.947 of the Curie value.

At 300 K, k_BT = 9.500 × 10⁻⁴ hartree and tanh(t/k_BT) = 0.1049. Then

α = 2500 × 0.1049 = 262 a₀³ = 38.9 Å³.

The ratio to the Curie value is 0.9963. The warm expansion accounts for the deficit: x = 1.0/9.500 = 0.1053, and x²/3 = 0.0037. At room temperature these parameters make α almost independent of t, so an accurate p matters far more than an accurate splitting. All three values assume that levels above the doublet can be ignored, a condition examined in Section 10.

**7. How weak the field must be**

Dividing the finite-field dipole by the linear prediction αF gives

m/(αF) = (t/ε) tanh(ε/k_BT)/tanh(t/k_BT).

In the cold limit both hyperbolic tangents approach 1. With ε ≈ t + p²F²/(2t), the ratio becomes

m/(αF) ≈ 1 − p²F²/(2t²).

In the warm limit, provided pF ≪ k_BT as well, tanh(ε/k_BT)/ε ≈ (1/k_BT)[1 − ε²/(3k_B²T²)]. Dividing by the same expression at ε = t leaves, to leading order,

m/(αF) ≈ 1 − p²F²/(3k_B²T²).

For the isothermal response, the field is thus weak when pF is small compared with the larger of t and k_BT.

For F = 1.0 × 10⁻⁴ atomic units, pF/t = 0.5. At 10 K the dipole is 0.2232 ea₀, while linear response predicts 2491 × 1.0 × 10⁻⁴ = 0.2491 ea₀. The ratio is 0.896, so the response is about 10% below linear. The factor t/ε = 1/√1.25 = 0.894 alone would give a slightly larger reduction. The ratio of the hyperbolic tangents, about 1.002, offsets a little of it, because the wider splitting leaves fewer groups in the upper level. The factor t/ε falls because the lower level is already partly polarized, so a further increase in field adds less dipole than the same increase from zero field.

**8. From one axis to a film**

In an amorphous film the hydroxyl axes point in many directions. Let p now denote the full dipole along the flip axis, and θ the angle between this axis and the field. The projection is p cos θ. If t does not depend on θ, then

α(θ) = (p² cos²θ/t) tanh(t/k_BT).

For isotropic axes, c = cos θ is uniformly distributed from −1 to 1, and the average of c² is

(1/2)∫₋₁¹ c² dc = (1/2)(2/3) = 1/3.

The mean polarizability is therefore

α_iso = α/3 = (p²/3t) tanh(t/k_BT).

For k_BT ≫ t it becomes the Debye expression p²/(3k_BT).

Let n be the number of hydroxyls per unit volume. Their polarization is P = nα_iso F. If F is set equal to the macroscopic field 𝓔, the relation ε_r𝓔 = 𝓔 + 4πP in atomic units gives the contribution to the relative permittivity,

Δε_r = 4πnα_iso.

In SI units, with p in C m, t in J and n in m⁻³, the corresponding expression is Δε_r = nα_iso/ε₀, where ε₀ is the vacuum permittivity. The formulas for α and α_iso keep their form.

As an illustration, take the p and t of Section 6 and n = 1.0 × 10⁻⁵ a₀⁻³, or 0.0675 nm⁻³. The isotropic average at 300 K is then 87.4 a₀³. This gives

Δε_r = 4π × 1.0 × 10⁻⁵ × 87.4 = 0.011.

At 77 K the contribution is 0.041, and at 10 K it is 0.104. In this estimate the contribution is proportional to the hydroxyl density, so hydroxyls added by moisture raise it in proportion if they have the same p and t. Water molecules held in the film are a different species and need their own model.

The estimate omits the difference between site field and macroscopic field, and the interactions between dipoles. Both corrections depend on the host and on the arrangement of the hydroxyls. If the groups have different parameters but remain symmetric and isotropic, the average must be taken over p² tanh(t/k_BT)/t itself, not by inserting the mean t.

The estimate also assumes equal well energies and no populated levels above the doublet (Sections 9 and 10). In an amorphous film the first assumption is usually the more serious one at low temperature. If the bias b of Section 9 is spread uniformly over ±b₀, the average of the isothermal α_b = p dm/dv is p m(v = b₀)/b₀ = (p²/ε_max) tanh(ε_max/k_BT), with ε_max = √(t² + b₀²). For b₀ = 1.0 × 10⁻³ hartree and the same p, t and n, Δε_r is 0.010 at 10 K and at 77 K and 0.008 at 300 K. The strong rise on cooling found for symmetric wells is then almost entirely lost.

**9. Unequal wells**

Disorder generally makes the two orientations unequal in energy. Let the zero-field well energies be −b for L and +b for R. Then

H = −t σx − v σz, with v = b + pF.

The algebra of Section 2 gives the levels ∓ε with ε = √(t² + v²). Since dv/dF = p, we have dε/dF = pv/ε, and −∂A/∂F becomes

m = p (v/ε) tanh(ε/k_BT).

Here pv/ε is the dipole of the lower level, and −pv/ε that of the upper. The hyperbolic tangent is the population difference. The two factors have the derivatives

d(v/ε)/dF = p/ε − pv²/ε³ = p(ε² − v²)/ε³ = pt²/ε³,

d tanh(ε/k_BT)/dF = sech²(ε/k_BT) · pv/(εk_BT).

Setting F = 0 and writing ε_b = √(t² + b²), the product rule gives

α_b = p²t² tanh(ε_b/k_BT)/ε_b³ + p²b² sech²(ε_b/k_BT)/(k_BT ε_b²).

The first term is the change of the level dipoles at fixed populations. The second is the transfer of population between levels that already have opposite dipoles. It requires relaxation. If the field varies too fast for relaxation but slowly compared with the splitting 2ε_b, the first term remains and the second is lost. For b = 0 the second term vanishes and the first becomes the symmetric result.

Two limits show what the bias does. When k_BT ≫ ε_b, tanh(ε_b/k_BT) ≈ ε_b/k_BT and sech² ≈ 1, so

α_b ≈ (p²/k_BT)(t² + b²)/ε_b² = p²/k_BT.

The warm isothermal response forgets the bias, although the division between the two terms does not. As T → 0 at fixed t > 0, the second term vanishes exponentially and α_b → p²t²/ε_b³. For b ≠ 0 this is below p²/t, because ε_b > t. If t is much smaller than the bias, the first term is itself small, and k_BT ≪ ε_b alone does not ensure that the second term is negligible beside it. Both terms should then be kept until the second has become much smaller than the first.

At 77 K, with p and t as before and b = 2.0 × 10⁻⁴ hartree, ε_b = √5 t = 2.236 × 10⁻⁴ hartree and ε_b/k_BT = 0.917. The fixed-population part is 162 a₀³ and the transfer part is 390 a₀³, together 552 a₀³. Symmetric wells would give 971 a₀³. Using the symmetric formula here would overestimate the isothermal value by 76%, and the fixed-population value by a factor of 6.

**10. Levels above the doublet**

The two-state model can be checked against a planar hindered rotor, whose angle φ is continuous:

H = B L² + (V/2)(1 − cos 2φ) − μF cos φ.

Here L = −i d/dφ, B is the rotational constant, V the barrier height and μ the dipole. The field lies in the plane of rotation. At F = 0 the minima are at φ = 0 and φ = π, where the dipole projections are +μ and −μ.

The lowest two levels supply the parameters of the two-state model: t is half their separation, and p is the magnitude of the matrix element of μ cos φ between them. With B = 1.0 × 10⁻⁴ hartree, V = 1.0 × 10⁻³ hartree and μ = 0.5 ea₀, diagonalization gives

t = 3.84 × 10⁻⁶ hartree, or t/k_B = 1.21 K,
p = 0.453 ea₀.

The value of p is below μ for a simple reason. The sum and difference of the two eigenstates, each divided by √2, have mean dipoles +p and −p. In either state the angle has a zero-point spread, and the mean of |cos φ| is less than 1. The dipole to use in the formula is therefore the vibrationally averaged one.

The next level lies 147 K above the ground level, in units of k_B. Comparison with the response of all rotor levels in the basis gives:

T = 1 K: full 44844 a₀³, two-state 44838 a₀³.
T = 5 K: full 12740 a₀³, two-state 12731 a₀³.
T = 20 K: full 3250 a₀³, two-state 3241 a₀³.
T = 300 K: full 161 a₀³, two-state 216 a₀³.

Up to 20 K the two-state value is low by at most 0.3% of the full value at the temperatures computed. At 1 K the higher levels are essentially empty, and the missing part comes from virtual transitions out of the doublet. By second-order perturbation theory each such transition contributes 2|⟨j|D|n⟩|²/(E_j − E_n), which is positive when j lies above n.

At 300 K the two-state result is 34% too large relative to the full rotor. The Boltzmann factor of the next level relative to the ground level is exp(−147/300) = 0.61, so levels above the doublet are substantially populated. The direction of the error can be understood from classical statistics, where the rotor has α = μ²⟨cos²φ⟩/k_BT. Here k_BT is close to the barrier height, and the thermal spread away from the minima lowers ⟨cos²φ⟩. The two-state formula keeps the low-temperature dipole p and misses this reduction.

A small tunnel splitting therefore does not by itself justify the formula at room temperature. When higher torsional levels are appreciably populated, they can change the response, as they do here. Their effect should then be checked by including them.

**11. Inputs and numerical evaluation**

If the two orientations have field projections d_L and d_R that are not opposite, write d_L = c + p and d_R = c − p. Then

p = (d_L − d_R)/2.

The common part c adds −cF to both energies. It shifts m by the constant c and leaves α unchanged. Thus p is half the change of dipole projection in a flip, and using the whole change would make α four times too large.

When t/k_BT is very small, α can be evaluated from the warm expansion of Section 5, which also gives the isothermal response at t = 0. Before the symmetric formula is applied, b should be compared with t and k_BT. If b is not small compared with the larger of them, the biased expression is needed. Even when k_BT is large, a bias comparable with t leaves part of the response dependent on relaxation.

The numerical output below lists the main values used here. The formulas for α, its orientational average, the finite-field dipole and both parts of the biased response were tested against thermal dipoles obtained by matrix diagonalization.

Calculated quantities

```
dipole projection p = 0.500 e a0
tunnel parameter t = 1.000e-04 hartree
t/k_B = 31.58 K
hydroxyl density n = 1.00e-05 a0^-3
hydroxyl density n = 0.0675 nm^-3
low-temperature limit p^2/t = 2500.0 a0^3
T = 10 K: k_BT = 3.1668e-05 hartree, tanh(t/k_BT) = 0.99639
  alpha = 2490.98 a0^3, alpha/(p^2/k_BT) = 0.31554
  isotropic average = 830.33 a0^3, Delta eps_r = 0.10434
T = 77 K: k_BT = 2.4384e-04 hartree, tanh(t/k_BT) = 0.38856
  alpha = 971.39 a0^3, alpha/(p^2/k_BT) = 0.94747
  isotropic average = 323.80 a0^3, Delta eps_r = 0.04069
T = 300 K: k_BT = 9.5004e-04 hartree, tanh(t/k_BT) = 0.10487
  alpha = 262.18 a0^3, alpha/(p^2/k_BT) = 0.99632
  isotropic average = 87.39 a0^3, Delta eps_r = 0.01098
alpha at 300 K = 38.85 angstrom^3
strong field F = 1.00e-04 a.u., pF/t = 0.500
  dipole at 10 K = 0.22322 e a0, m/(alpha F) = 0.8961
biased wells, b = 2.00e-04 hartree, T = 77 K:
  total alpha = 551.70 a0^3
  fixed-population part = 162.00 a0^3
  population-transfer part = 389.70 a0^3
  symmetric-well alpha = 971.39 a0^3
rotor: B = 1.00e-04, V = 1.00e-03 hartree, mu = 0.50 e a0
  t = 3.8373e-06 hartree, t/k_B = 1.212 K
  doublet dipole p = 0.4533 e a0
  next excitation/k_B = 146.8 K
  T = 1 K: full = 44843.62, two-state = 44838.47 a0^3, ratio = 0.9999
  T = 5 K: full = 12740.40, two-state = 12731.29 a0^3, ratio = 0.9993
  T = 20 K: full = 3250.49, two-state = 3240.93 a0^3, ratio = 0.9971
  T = 300 K: full = 161.13, two-state = 216.32 a0^3, ratio = 1.3425
```
